\section*{Hot electrons scattered by acoustic phonons: the Davydov distribution and drift velocity}

\section{What scaling fixes}

Electrons of band mass $m$ feel a constant force of magnitude $F=eE$ and scatter from acoustic phonons. Let $s$ be the speed of sound, $l$ the mean free path and $\Theta=k_{\rm B}T$ the lattice temperature in energy units. Two independent dimensionless ratios can be formed from $F,l,m,s,\Theta$:
\begin{equation}
\frac{Fl}{\Theta},\qquad \eta=\frac{ms^2}{\Theta}.
\end{equation}
Sound is slow compared with thermal electrons, so $\eta\ll1$ and the energy changes by small random steps. Between collisions the field changes it by about $\pm Fl$. A collision changes it by about $\pm s\sqrt{m\varepsilon}$, the sound speed times the transferred momentum. The ratio of the squared steps is $F^2l^2/(ms^2\varepsilon)$. At $\varepsilon\sim\Theta$ this gives the parameter that must control the heating, written with a factor that will prove convenient:
\begin{equation}
p=\frac{F^2l^2}{6ms^2\Theta}.
\label{p}
\end{equation}
Reversing the field cannot change the mobility $\mu=v_d/E$, and $p\propto E^2$ respects this. The first correction to Ohm's law is therefore expected to be quadratic in $E$.

For strong heating, the drift velocity is about $Fl/\sqrt{m\varepsilon}$ and the time between collisions about $l\sqrt{m/\varepsilon}$, so the field supplies an energy of order $F^2l^2/\varepsilon$ per collision. The net loss per collision is of order $ms^2\varepsilon/\Theta$, as derived below. Equating them gives $\varepsilon\propto F$, and hence $v_d\propto F/\sqrt F=\sqrt F$. The Boltzmann equation supplies the coefficients and the limits of validity.

\section{Scattering model}

The band is parabolic and isotropic, the electron gas is nondegenerate and uniform, and the phonons stay at temperature $T$. Optical phonons, intervalley transfer, impact ionization and electron--electron collisions are left out.

For a deformation potential $\Xi$, crystal density $\rho$ and volume $V$, the golden rule gives for absorption (upper sign, $\mathbf k'=\mathbf k+\mathbf q$) and emission (lower sign, $\mathbf k'=\mathbf k-\mathbf q$)
\begin{equation}
W_\pm=\frac{2\pi}{\hbar}\frac{\Xi^2\hbar q}{2\rho Vs}
\left(N_q+\tfrac12\mp\tfrac12\right)
\delta(\varepsilon'-\varepsilon\mp\hbar sq).
\end{equation}
If $\hbar sq\ll\Theta$, both $N_q$ and $N_q+1$ are close to $\Theta/(\hbar sq)$. The factor $q$ cancels, so scattering is isotropic. Neglecting $\hbar sq$ in the delta function and adding the two processes,
\begin{equation}
\frac1\tau=\frac{2\pi}{\hbar}\frac{\Xi^2\Theta}{\rho s^2}\,
\frac{m^2v}{2\pi^2\hbar^3}=\frac vl,\qquad
l=\frac{\pi\hbar^4\rho s^2}{m^2\Xi^2\Theta}.
\end{equation}
The last factor in the rate is the density of states per volume for one spin, since the spin is conserved. Thus $l$ is independent of energy and $l\propto1/T$.

The conservation laws limit the phonon wavevector. For absorption, $\hbar^2(\mathbf k+\mathbf q)^2/2m=\hbar^2k^2/2m+\hbar sq$ gives
\begin{equation}
\cos\alpha=-\frac q{2k}+\frac{ms}{\hbar k},
\end{equation}
where $\alpha$ is the angle between $\mathbf k$ and $\mathbf q$. Since $\cos\alpha\ge-1$, $q\le2(k+ms/\hbar)$. For emission the limit is $2(k-ms/\hbar)$. The largest phonon energy is therefore close to $2\hbar sk=2s\sqrt{2m\varepsilon}$. It is small compared with $\varepsilon$ if $8ms^2\ll\varepsilon$, and small compared with $\Theta$ if $8ms^2\varepsilon\ll\Theta^2$. The first condition fails for the few slowest electrons, the second for very hot ones.

\section{The anisotropic part}

Let $\theta$ be the angle between the electron momentum $\mathbf P$ and the force, which points along $z$. Write
\begin{equation}
f=f_0(\varepsilon)+f_1(\varepsilon)\cos\theta,\qquad |f_1|\ll f_0.
\end{equation}
The steady Boltzmann equation is $F\,\partial f/\partial P_z=C[f]$. Since $\partial\varepsilon/\partial P_z=v\cos\theta$, the force acting on $f_0$ gives $Fvf_0'\cos\theta$. Isotropic scattering destroys the $\cos\theta$ part at the rate $v/l$, because the directions after collisions average to zero. Hence
\begin{equation}
Fvf_0'=-\frac vl f_1\quad\Longrightarrow\quad f_1=-Fl\,f_0'.
\label{f1}
\end{equation}
As $f_0$ decreases with energy, $f_1>0$ and the drift is along the force. The second angular harmonic, which would feed back into this equation, has been neglected.

\section{Flow along the energy axis}

\subsection{Field}

The isotropic part of the equation needs the angular average of $\partial(f_1P_z/P)/\partial P_z$. With $h=f_1/P$ and $\langle P_z^2\rangle=P^2/3$,
\begin{align}
\left\langle\frac{\partial(hP_z)}{\partial P_z}\right\rangle
&=h+\frac P3\frac{dh}{dP}
=\frac1{3P^2}\frac{d(P^2f_1)}{dP}
=\frac v{3\varepsilon}\frac{d(\varepsilon f_1)}{d\varepsilon}.
\end{align}
The last form uses $P^2=2m\varepsilon$ and $d/dP=v\,d/d\varepsilon$. Let $g=\sqrt\varepsilon$, proportional to the density of states. Because $gv=\sqrt{2/m}\,\varepsilon$, multiplication by $gF$ turns the field term into $dJ_F/d\varepsilon$ with
\begin{equation}
J_F=\frac{gFvf_1}3=-gD_Ff_0',\qquad D_F=\frac{F^2lv}3.
\end{equation}
The field thus produces diffusion in energy.

\subsection{Phonons}

Detailed balance, $N_q/(N_q+1)=e^{-\hbar sq/\Theta}$, makes
\begin{equation}
S(\mathbf k,\mathbf k')=W(\mathbf k\to\mathbf k')M(\varepsilon),\qquad M=e^{-\varepsilon/\Theta},
\end{equation}
symmetric in its arguments. Put $f_0=Mh$, with $h$ now denoting this ratio, and take any smooth function $\phi(\varepsilon)$. Primes on $\phi$ and $h$ in the first two lines mean values at $\varepsilon'$, and $\Delta=\varepsilon'-\varepsilon$:
\begin{align}
\sum_{\mathbf k}\phi\,C[f_0]
&=\sum_{\mathbf k\mathbf k'}S\,\phi\,(h'-h)\nonumber\\
&=-\frac12\sum_{\mathbf k\mathbf k'}S(\phi'-\phi)(h'-h)\nonumber\\
&\simeq-\frac12\sum_{\mathbf k\mathbf k'}S\Delta^2
\frac{d\phi}{d\varepsilon}\frac{dh}{d\varepsilon}.
\end{align}
The second line averages the first with its copy under $\mathbf k\leftrightarrow\mathbf k'$. The third uses small energy transfers. Define $D=\frac12\sum_{\mathbf k'}W\Delta^2$, replace the sum over $\mathbf k$ by an integral with weight $g$, and integrate by parts. Since $\phi$ is arbitrary,
\begin{equation}
gC[f_0]=\frac d{d\varepsilon}\left[gDM\frac{dh}{d\varepsilon}\right]
=\frac d{d\varepsilon}\left[gD\left(f_0'+\frac{f_0}\Theta\right)\right].
\end{equation}
This is $-dJ_{\rm ph}/d\varepsilon$ with $J_{\rm ph}=-gD(f_0'+f_0/\Theta)$, which vanishes for the equilibrium distribution.

For nearly elastic isotropic scattering, $q^2=2k^2(1-\cos\chi)$, where $\chi$ is the scattering angle, and its average is $2k^2$. Therefore
\begin{equation}
D=\frac12\frac vl\,\hbar^2s^2\,2k^2=\frac{2ms^2\varepsilon v}l.
\end{equation}

The mean rate of energy change of one electron, $A=\sum_{\mathbf k'}W\Delta$, follows by choosing $\phi=\varepsilon$. The total energy changes at the rate $-\int gD(f_0'+f_0/\Theta)d\varepsilon$. Integrating the derivative by parts and reading off the factor of $gf_0$ gives
\begin{equation}
A=\frac1g\frac{d(gD)}{d\varepsilon}-\frac D\Theta
=\frac{2ms^2v}l(2-x),\qquad x=\frac\varepsilon\Theta,
\label{A}
\end{equation}
because $gD\propto\varepsilon^2$. Electrons below $2\Theta$ gain energy from the phonons on average, and those above lose it. Dividing by the collision rate $v/l$ gives a loss of about $2ms^2x$ per collision for $x\gg2$, the estimate used at the start.

The momentum relaxation rate, $D$ and $A$ were tested against golden-rule integrals with full Bose factors at $\eta=10^{-4}$ and $x=0.5,1,4$. The first two agree within 0.5\% and $A$ within 1\%.

\section{The Davydov distribution}

In the steady state $J_F+J_{\rm ph}$ is constant in energy. No electrons enter or leave at $\varepsilon=0$, so the constant is zero:
\begin{equation}
(D+D_F)f_0'=-\frac{Df_0}\Theta,\qquad
\frac{D_F}D=\frac{F^2l^2}{6ms^2\varepsilon}=\frac px.
\end{equation}
Here the factor 6 in (\ref{p}) finds its reason. Consequently
\begin{equation}
\frac{d\ln f_0}{dx}=-\frac1{1+p/x}=-1+\frac p{x+p},
\end{equation}
and integration gives
\begin{equation}
f_0=C\,e^{-x}(x+p)^p.
\label{dav}
\end{equation}
The logarithmic slope is that of a Maxwellian with temperature $T(1+p/x)$. This local temperature is large at low energy, where $f_0$ is flat, and approaches $T$ for $x\gg p$.

The assumption $|f_1|\ll f_0$ can now be checked. From (\ref{f1}) and (\ref{p}),
\begin{equation}
\frac{f_1}{f_0}=\frac{Fl}\Theta\frac x{x+p}
=\sqrt{6p\eta}\,\frac x{x+p}.
\end{equation}
For $p\lesssim1$ this is below $\sqrt{6p\eta}$. For $p\gg1$ typical energies are $x\sim\sqrt{2p}$, as shown below, and the ratio there is about $\sqrt{12\eta}$. Both are small when $\eta\ll1$. In the far tail, $x\gg p$, the ratio approaches $\sqrt{6p\eta}$, which need not be small for $p\gg1$, but very few electrons are found there.

\section{Drift velocity}

The angular average of $\cos^2\theta$ is $1/3$, so
\begin{align}
v_d&=\frac{\int gvf_1\,d\varepsilon}{3\int gf_0\,d\varepsilon}
=-\frac{Fl}3\sqrt{\frac2m}\,
\frac{\int\varepsilon f_0'\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}
\nonumber\\
&=\frac{Fl}3\sqrt{\frac2m}\,
\frac{\int f_0\,d\varepsilon}{\int\sqrt\varepsilon f_0\,d\varepsilon}.
\end{align}
The boundary term $\varepsilon f_0$ vanishes at both ends. For $p\to0$, $f_0\propto e^{-x}$ and the integrals are $\Theta$ and $\Theta^{3/2}\sqrt\pi/2$. The Ohmic mobility is
\begin{equation}
\mu_0=\frac{4el}{3\sqrt{2\pi m\Theta}}.
\label{mu0}
\end{equation}
Define $y=\mu_0E/s$, the Ohmic drift velocity in units of the sound speed. Squaring (\ref{mu0}) gives
\begin{equation}
y^2=\frac{8F^2l^2}{9\pi ms^2\Theta}=\frac{16p}{3\pi},
\qquad p=\frac{3\pi}{16}y^2.
\end{equation}
Heating sets in when the Ohmic drift becomes comparable with the speed of sound, well below the thermal velocity. At any $p$,
\begin{equation}
\frac\mu{\mu_0}=\frac{\sqrt\pi}2\frac{I_0}{I_{1/2}},\qquad
I_a=\int_0^\infty x^ae^{-x}(x+p)^p\,dx.
\label{ratio}
\end{equation}

The case $p=1$ can be done by hand. Then $I_0=1+1=2$ and $I_{1/2}=\Gamma(5/2)+\Gamma(3/2)=\frac52\cdot\frac{\sqrt\pi}2$, so $\mu/\mu_0=4/5$. The mean of $x$ is
\begin{equation}
\frac{I_{3/2}}{I_{1/2}}=\frac{\Gamma(7/2)+\Gamma(5/2)}{\Gamma(5/2)+\Gamma(3/2)}
=\frac{21/8}{5/4}=2.1,
\end{equation}
compared with $3/2$ in equilibrium.

A Monte Carlo solution of the full Boltzmann equation, which assumes neither small anisotropy nor diffusion in energy, gives 0.808 and 2.101 at $\eta=0.004$, with sampling noise near 1\% in the mobility. At $p=10$ it gives $\mu/\mu_0=0.545$, against 0.546 from (\ref{ratio}). The distribution shape was tested through $\langle x^2\rangle/\langle x\rangle^2$, which is $5/3$ for any Maxwellian. At $p=10$ the simulation gives 1.435 and (\ref{dav}) gives 1.431.

\section{Warm electrons}

For $p\ll1$, expand $(x+p)^p=1+p\ln(x+p)+\dots$. The numerator of (\ref{ratio}) contains
\begin{equation}
K(p)=\int_0^\infty e^{-x}\ln(x+p)\,dx,\qquad K(0)=\psi(1)=-\gamma,
\end{equation}
where $\psi$ is the digamma function and $\gamma$ Euler's constant. The derivative $K'(p)=\int e^{-x}(x+p)^{-1}dx$ equals $\ln(1/p)$ plus a bounded term, the logarithm coming from $p\lesssim x\lesssim1$. Hence
\begin{equation}
I_0=1-\gamma p+p^2\ln(1/p)+O(p^2).
\end{equation}
In the denominator the extra $\sqrt x$ removes the logarithm:
\begin{equation}
\frac{2I_{1/2}}{\sqrt\pi}=1+p\,\psi(3/2)+O(p^2),\qquad
\psi(3/2)=2-\gamma-2\ln2.
\end{equation}
Dividing,
\begin{align}
\frac\mu{\mu_0}&=1-2(1-\ln2)p+p^2\ln\frac1p+O(p^2)\label{warm}\\
&\simeq1-\frac{3\pi}8(1-\ln2)\left(\frac{\mu_0E}s\right)^2 .
\end{align}
The coefficients are 0.614 for $p$ and 0.3615 for $y^2$. The mobility falls because hotter electrons collide more often. The positive sign of the logarithmic term weakens the initial decrease. Within (\ref{dav}) the logarithm means that the series does not continue in plain powers of $E^2$. It comes from slow electrons down to $x\sim p$, however, and the diffusion picture fails for $x\lesssim8\eta$. The term $p^2\ln(1/p)$ therefore describes the range $\eta\ll p\ll1$. For $p$ below about $\eta$ the finite phonon energy cuts the logarithm off, and the coefficient of $p^2$ stays finite and grows like $\ln(1/\eta)$; at $\eta=0.0011$ it is roughly 4.6, and the linear coefficient is about 0.606 instead of 0.614.

\section{Hot electrons}

For $p\gg1$, set $x=\sqrt{2p}\,w$:
\begin{align}
\ln\frac{e^{-x}(x+p)^p}{p^p}
&=-x+p\ln\left(1+\frac xp\right)
=-\frac{x^2}{2p}+\frac{x^3}{3p^2}-\dots\nonumber\\
&=-w^2+\frac{c\,w^3}{\sqrt p}-\dots,\qquad c=\frac{2\sqrt2}3.
\end{align}
The expansion needs $x<p$. Beyond that the distribution is exponentially small: at $x=p$ the left side is $-(1-\ln2)p$. To leading order $f_0\propto e^{-x^2/2p}$, so typical energies are of order $\sqrt{2p}\,\Theta\propto E$. With $\int_0^\infty w^ae^{-w^2}dw=\frac12\Gamma(\frac{a+1}2)$,
\begin{align}
I_0&\simeq p^p(2p)^{1/2}\,\tfrac12\left[\sqrt\pi+c\,p^{-1/2}\right],\\
I_{1/2}&\simeq p^p(2p)^{3/4}\,\tfrac12
\left[\Gamma(\tfrac34)+c\,p^{-1/2}\,\Gamma(\tfrac94)\right].
\end{align}
Their ratio gives
\begin{equation}
\frac\mu{\mu_0}\simeq\frac{\pi}{2\Gamma(3/4)}(2p)^{-1/4}
\left[1-\frac{0.340}{\sqrt p}\right],
\label{hot}
\end{equation}
where $-0.340=c[\pi^{-1/2}-\Gamma(9/4)/\Gamma(3/4)]$. Since $v_d=sy\,\mu/\mu_0$ and $2p=3\pi y^2/8$, the leading term is
\begin{equation}
v_d=\frac{\pi}{2\Gamma(3/4)}\left(\frac8{3\pi}\right)^{1/4}
\sqrt{s\mu_0E}=1.230\sqrt{s\mu_0E}.
\label{sqrt}
\end{equation}
With $l\propto1/T$, (\ref{mu0}) gives $\mu_0\propto T^{-3/2}$, so $v_d\propto T^{-3/4}$ at fixed field.

The law holds in a window. The field must make $p\gg1$, yet phonon energies must stay below $\Theta$. Putting $\varepsilon\sim\sqrt{2p}\,\Theta$ into $8ms^2\varepsilon\ll\Theta^2$ gives
\begin{equation}
1\ll p,\qquad 8\eta\sqrt{2p}\ll1.
\end{equation}
The upper limit is soft. The momentum relaxation rate involves $2N_q+1\simeq(2/u)(1+u^2/12)$ with $u=\hbar sq/\Theta$, so it exceeds $v/l$ by only about 5\% when the largest phonon energy equals $\Theta$ and by about 20\% when it equals $2\Theta$. Beyond that $l$ can no longer be treated as constant.

\section{Comparison with a heated Maxwellian}

Suppose instead that $f_0\propto e^{-x/t}$, with $t=T_e/T$ fixed by energy balance. Averaging $-A$ from (\ref{A}) uses $\int x(x-2)e^{-x/t}dx=2t^2(t-1)$ and the normalization $\frac{\sqrt\pi}2t^{3/2}$. The loss must equal $Fv_d$:
\begin{equation}
\frac{8ms^2}l\sqrt{\frac{2\Theta}{\pi m}}\,\sqrt t\,(t-1)
=\frac{4F^2l}{3\sqrt{2\pi m\Theta t}}.
\end{equation}
Multiplying by $l\sqrt{2\pi m\Theta t}$ gives $16ms^2\Theta\,t(t-1)=\frac43F^2l^2$, or
\begin{equation}
t(t-1)=\frac p2,\qquad \frac\mu{\mu_0}=t^{-1/2}.
\end{equation}
For small $p$, $t\simeq1+p/2$ and $\mu/\mu_0\simeq1-p/4$. For large $p$, $t\simeq\sqrt{p/2}$ and $v_d\simeq1.357\sqrt{s\mu_0E}$. The square-root law survives with a prefactor 10\% above (\ref{sqrt}), but the warm coefficient is less than half of 0.614.

The mean energy does not explain this difference. To first order (\ref{dav}) gives $\langle x\rangle=\frac32+\frac32p[\psi(\frac52)-\psi(\frac32)]=\frac32+p$. A Maxwellian with that mean has $t=1+2p/3$ and $\mu/\mu_0=1-p/3$. The rest of the reduction comes from the shape of $f_0$.

\section{Worked example}

Practical units suit this problem better than atomic ones. Take $m=0.2\,m_e$, $s=5$ km/s, $l=50$ nm and $T=300$ K, without reference to a particular material. Then $\Theta=25.85$ meV, $\eta=0.0011$ and $\mu_0=1551\ {\rm cm^2/(V\,s)}$.

At $E=50$ V/cm $=5000$ V/m,
\begin{equation}
y=\frac{0.1551\times5000}{5000}=0.155,\qquad
p=\frac{3\pi}{16}y^2=0.0142 .
\end{equation}
Other fields follow from $p\propto E^2$, with $p=1$ at 420 V/cm. The full formula (\ref{ratio}) gives the values below, where $n=d\ln v_d/d\ln E$. It is the limit $\eta\to0$; at $\eta=0.0011$ finite phonon energies shift the mobility by about 0.1 to 0.3\%, which affects the last digit shown.

\begin{center}
\begin{tabular}{rrrrrr}
$E$ (V/cm) & $p$ & $\mu/\mu_0$ & $v_d$ (km/s) & $\langle\varepsilon\rangle$ (meV) & $n$\\
50 & 0.014 & 0.992 & 0.769 & 39.1 & 0.985\\
100 & 0.057 & 0.972 & 1.51 & 40.1 & 0.951\\
300 & 0.510 & 0.861 & 4.01 & 48.1 & 0.810\\
1000 & 5.67 & 0.610 & 9.46 & 88.8 & 0.629\\
3000 & 51.0 & 0.385 & 17.9 & 215.8 & 0.546
\end{tabular}
\end{center}

At 50 V/cm the linear term of (\ref{warm}) gives $1-0.614\times0.0142=0.9913$, and the logarithmic term adds 0.0009. The full value is 0.9920. At 300 V/cm the linear term alone gives 0.687 instead of 0.861, so the quadratic correction in $E$ is already unusable at $p\simeq0.5$.

At 3000 V/cm the square-root law gives 18.8 km/s. The correction in (\ref{hot}) multiplies this by $1-0.340/\sqrt{51.0}=0.952$, giving 17.9 km/s, or $1.79\times10^6$ cm/s, as in the table. Since $p^{-1/2}\propto1/E$, the same correction raises the local exponent to about $0.5+0.340/\sqrt{51.0}=0.548$, close to the computed 0.546. The approach to $\sqrt E$ is therefore slow.

The estimate $8\eta\sqrt{2p}=1$ is reached near 34 kV/cm. The energy scale $\sqrt{2p}\,\Theta=\Theta/(8\eta)$ is then about 3 eV, so in a real material the parabolic band and the neglect of other processes would fail well before that field. At 3000 V/cm the largest phonon energy for an electron of mean energy is $0.27\,\Theta$, so equipartition is still reasonable. Optical phonons set a stricter limit. Their energies are typically tens of meV, comparable with the mean electron energy of 39 meV already at 50 V/cm and far below the 216 meV at 3000 V/cm. By (\ref{A}), an acoustic collision changes the energy on average by only $2\eta\Theta(2-x)$, a loss of about $0.014\,\Theta$ at the mean energy of the last row, so in a real semiconductor at 300 K even weak optical-phonon scattering can dominate the energy loss and reduce the heating at every field in the table. All entries therefore describe acoustic scattering alone. They do not predict the field at which a real device leaves Ohm's law, its saturated velocity or its avalanche threshold. Optical phonons matter less when the lattice is cold and the electrons stay below the optical phonon energy, but $\eta\propto1/T$ is then larger and the square-root window narrower. The numerical output below lists the remaining comparisons.

\section*{Values computed for the example and the checks}
\begin{verbatim}
warm coefficient of p: formula 0.61371, numeric 0.61289
warm coefficient of y^2: 0.36150
coefficient of p^2 ln(1/p), numeric: 0.99995
hot v_d/(s sqrt y): formula 1.23038, numeric 1.22997
hot relative correction times sqrt(p): -0.3398
hot v_d/(s sqrt y), heated Maxwellian: 1.35744
exponent of T in hot v_d (l ~ 1/T): -0.7505
Monte Carlo m s^2/kT: 0.0040
p = 1: mu/mu0 Monte Carlo 0.808, Davydov 0.800
  mean x Monte Carlo 2.101, Davydov 2.100
  <x^2>/<x>^2 Monte Carlo 1.531, Davydov 1.531
p = 10: mu/mu0 Monte Carlo 0.545, Davydov 0.546
  mean x Monte Carlo 4.231, Davydov 4.227
  <x^2>/<x>^2 Monte Carlo 1.435, Davydov 1.431
example: m = 0.2 m_e, s = 5.0 km/s, l = 50 nm, T = 300 K
kT = 25.852 meV, m s^2/kT = 0.001100
mu0 = 1551.2 cm^2/(V s)
field where p = 1: 420.0 V/cm
field where 8 m s^2 sqrt(2p) = kT: 33757 V/cm
E = 50 V/cm: p = 0.01417, y = 0.1551
  mu/mu0 = 0.99198, v_d = 0.7694 km/s
  mean energy = 39.14 meV, exponent = 0.9848
  mu/mu0: warm law 0.99130, heated Maxwellian 0.99650
  v_d hot law = 2.4230 km/s, largest phonon/kT = 0.115
E = 100 V/cm: p = 0.05670, y = 0.3102
  mu/mu0 = 0.97204, v_d = 1.5078 km/s
  mean energy = 40.14 meV, exponent = 0.9510
  mu/mu0: warm law 0.96521, heated Maxwellian 0.98649
  v_d hot law = 3.4266 km/s, largest phonon/kT = 0.117
E = 300 V/cm: p = 0.51026, y = 0.9307
  mu/mu0 = 0.86094, v_d = 4.0065 km/s
  mean energy = 48.05 meV, exponent = 0.8103
  mu/mu0: warm law 0.68685, heated Maxwellian 0.90882
  v_d hot law = 5.9350 km/s, largest phonon/kT = 0.128
E = 1000 V/cm: p = 5.66952, y = 3.1024
  mu/mu0 = 0.60966, v_d = 9.4570 km/s
  mean energy = 88.76 meV, exponent = 0.6286
  mu/mu0: warm law -2.47941, heated Maxwellian 0.66573
  v_d hot law = 10.8358 km/s, largest phonon/kT = 0.174
E = 3000 V/cm: p = 51.02565, y = 9.3072
  mu/mu0 = 0.38482, v_d = 17.9078 km/s
  mean energy = 215.80 meV, exponent = 0.5462
  mu/mu0: warm law -30.31473, heated Maxwellian 0.42350
  v_d hot law = 18.7681 km/s, largest phonon/kT = 0.271
\end{verbatim}
